# Electron-number variance of a Coulomb-blockaded island at two gate charges: a program that tests the result

```python
"""Number variance of a Coulomb-blockaded normal-metal island.

Result under test: with charging energy E_C (N - n_g)^2 and a = E_C/(k_B T),
  integer n_g:       Var N = 2 exp(-a) + ...         -> 0
  half-integer n_g:  Var N = 1/4 + 2 exp(-2a) + ...  -> 1/4
N: excess electron number, n_g: gate charge in units of e,
E_C = e^2/(2C), C: total capacitance of the island.
The program also tests and sizes the effects of gate offset, discrete
levels (spacing d) and tunnelling (junction resistance R_T).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import dblquad
from scipy.linalg import eigh_tridiagonal


def charge_statistics(a, gate):
    """Mean and variance of N from the explicit Gibbs sum."""
    number = np.arange(-60, 61)
    energy = a * (number - gate) ** 2
    weight = np.exp(-(energy - energy.min()))
    weight /= weight.sum()
    mean = weight @ number
    return mean, weight @ (number - mean) ** 2


# --- Circuit energy: junction and gate capacitors, work of gate source ---
cj, cg, vg, charge, n_el, phi = sp.symbols("cj cg vg e N phi", positive=True)
phi_island = sp.solve(cj * phi + cg * (phi - vg) + charge * n_el, phi)[0]
field_energy = cj * phi_island**2 / 2 + cg * (phi_island - vg) ** 2 / 2
source_work = vg * cg * (vg - phi_island)
quadratic = charge**2 / (2 * (cj + cg)) * (n_el - cg * vg / charge) ** 2
remainder = sp.simplify(field_energy - source_work - quadratic)
assert sp.simplify(sp.diff(remainder, n_el)) == 0

# --- Low-temperature laws against explicit sums ---
for a_test in (6.0, 9.0):
    for shift in (0, 3):
        mean_i, var_i = charge_statistics(a_test, shift)
        mean_h, var_h = charge_statistics(a_test, shift + 0.5)
        assert abs(mean_i - shift) < 1e-12
        assert abs(mean_h - shift - 0.5) < 1e-12
        tolerance = 3 * np.exp(-a_test)  # size of the next term
        assert abs(var_i / (2 * np.exp(-a_test)) - 1) < tolerance
        assert abs((var_h - 0.25) / (2 * np.exp(-2 * a_test)) - 1) < tolerance

# --- Variance from the slope of the charge staircase ---
step = 1e-4
for gate in (0.0, 0.3, 0.5):
    slope = (charge_statistics(5.0, gate + step)[0]
             - charge_statistics(5.0, gate - step)[0]) / (2 * step)
    assert abs(slope / (10.0 * charge_statistics(5.0, gate)[1]) - 1) < 1e-5

# --- Gate offset from the degeneracy point ---
for a_test in (10.0, 50.0, 180.0):
    two_state = 0.25 / np.cosh(a_test * 0.01) ** 2
    assert abs(charge_statistics(a_test, 0.51)[1] / two_state - 1) < 1e-6


# --- Discrete spin-degenerate levels: canonical counting ---
def canonical_weights(half_range, spacing_over_kt):
    """Canonical partition functions, up to a common factor, index = N."""
    poly = np.array([1.0])
    for j in range(-half_range, half_range + 1):
        e = j * spacing_over_kt
        factor = [1.0, np.exp(-e)] if e >= 0 else [np.exp(e), 1.0]
        poly = np.convolve(np.convolve(poly, factor), factor)
    return poly


def half_charge_variance(half_range, spacing_over_kt, a):
    """Variance midway between a closed shell and one more electron."""
    z = canonical_weights(half_range, spacing_over_kt)
    offset = np.arange(len(z)) - 2 * half_range
    w = z * np.exp(-a * (offset - 0.5) ** 2)
    w /= w.sum()
    return w @ offset**2 - (w @ offset) ** 2


var_dense = half_charge_variance(60, 0.2, 10.0)
var_sparse = half_charge_variance(5, 50.0, 10.0)
assert abs(var_dense - 0.25) < 1e-3
assert abs(var_sparse - 2 / 9) < 1e-6
z_dense = canonical_weights(60, 0.2)
for centre in (121, 122):  # odd and even electron number
    curvature = -np.log(z_dense[centre + 1] / z_dense[centre]
                        * z_dense[centre - 1] / z_dense[centre])
    # adding d/4 to E_C adds d/2 to the second difference of the energy
    assert abs(curvature / (0.2 / 2) - 1) < 1e-3

# --- Free-electron level density from a count of plane waves ---
axis = np.arange(-45, 46) ** 2
radius_sq = (axis[:, None, None] + axis[None, :, None]
             + axis[None, None, :]).ravel()
r2 = 40.0**2


def electron_count(limit):
    return 2 * np.count_nonzero(radius_sq < limit)


n_count = electron_count(r2)
count_slope = (electron_count(1.1 * r2) - electron_count(0.9 * r2)) / (0.2 * r2)
assert abs(count_slope / (1.5 * n_count / r2) - 1) < 0.01
assert abs((3 * np.pi**2 * n_count) ** (1 / 3) / (2 * np.pi * 40) - 1) < 0.005


# --- Tunnelling: full diagonalization of a small island plus lead ---
def coupled_variance(island, lead, hop, ec, gate, kt):
    """Thermal island-number variance, all Fock states, spinless levels."""
    levels = list(island) + list(lead)
    size = len(levels)
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    ops = []
    for i in range(size):
        op = np.eye(1)
        for j in range(size):
            op = np.kron(op, parity if j < i else lower if j == i else np.eye(2))
        ops.append(op)
    occupation = [np.diag(op.T @ op) for op in ops]
    number = sum(occupation[:len(island)]) - sum(e < 0 for e in island)
    ham = np.diag(sum(e * n for e, n in zip(levels, occupation))
                  + ec * (number - gate) ** 2)
    for q in range(len(island)):
        for k in range(len(island), size):
            transfer = hop * ops[k].T @ ops[q]
            ham += transfer + transfer.T
    energy, vectors = np.linalg.eigh(ham)
    p = np.exp(-(energy - energy[0]) / kt)
    diagonal = vectors**2 @ (p / p.sum())
    mean = diagonal @ number
    return diagonal @ (number - mean) ** 2


hop, ec_test = 0.005, 1.0
even_levels = [-1.5, -0.5, 0.5, 1.5]
odd_levels = [-1.0, 0.0, 1.0]
exact_integer = coupled_variance(even_levels, even_levels, hop, ec_test, 0.0, 0.02)
second_order_integer = 2 * hop**2 * sum(
    1 / (x + y + ec_test) ** 2 for x in (0.5, 1.5) for y in (0.5, 1.5))
assert abs(exact_integer / second_order_integer - 1) < 0.01
exact_half = coupled_variance(odd_levels, even_levels, hop, ec_test, 0.5, 0.02)
second_order_half = 2 * hop**2 * sum(
    1 / (x + 1.0 + 2 * ec_test) ** 2 for x in (0.5, 1.5))
assert abs((exact_half - 0.25) / second_order_half - 1) < 0.01


# --- Continuum admixture and its link to the junction resistance ---
def admixture(alpha, cost, cutoff):
    return alpha * (np.log((cutoff + cost) / cost) - cutoff / (cutoff + cost))


double_integral = dblquad(lambda y, x: 1 / (x + y + 1.0) ** 2,
                          0, 50, 0, lambda x: 50 - x)[0]
assert abs(double_integral / admixture(1.0, 1.0, 50.0) - 1) < 1e-6

# alpha = (hopping * end density of states)^2 per channel; the conductance
# in units of e^2/h is the transmission through the weak link.
sites, weak, width = 800, 0.01, 0.03
chain_e, chain_v = eigh_tridiagonal(np.zeros(sites), np.ones(sites - 1))
end_density = np.sum(chain_v[0] ** 2 * np.exp(-chain_e**2 / (2 * width**2))
                     ) / (width * np.sqrt(2 * np.pi))
green = np.linalg.inv(np.array([[1j, -weak], [-weak, 1j]]))
transmission = 4 * abs(green[0, 1]) ** 2
assert abs((weak * end_density) ** 2 / (transmission / (4 * np.pi**2)) - 1) < 2e-3

# --- Worked example: normal-metal single-electron box ---
capacitance, temperature, resistance = 1e-15, 0.100, 1e6
dims_nm, density, gate_offset = (1000, 100, 30), 1e29, 0.01
ec_ev = const.e / (2 * capacitance)
kb_ev = const.k / const.e
a_box = ec_ev / (kb_ev * temperature)
var_integer = charge_statistics(a_box, 0.0)[1]
var_half = charge_statistics(a_box, 0.5)[1]
volume = np.prod(np.array(dims_nm) * 1e-9)
fermi_ev = (const.hbar**2 * (3 * np.pi**2 * density) ** (2 / 3)
            / (2 * const.m_e) / const.e)
spacing_ev = 2 / (1.5 * density * volume / fermi_ev)
r_k = const.h / const.e**2
alpha_box = r_k / (4 * np.pi**2 * resistance)
assert spacing_ev < 0.05 * kb_ev * temperature

print(f"Total capacitance: {capacitance * 1e15:.2f} fF")
print(f"Temperature: {temperature * 1e3:.0f} mK")
print(f"Charging energy E_C: {ec_ev * 1e6:.2f} ueV")
print(f"E_C / k_B: {ec_ev / kb_ev:.4f} K")
print(f"k_B T: {kb_ev * temperature * 1e6:.3f} ueV")
print(f"a = E_C/(k_B T): {a_box:.3f} (no unit)")
print(f"Var N, integer gate, full sum: {var_integer:.4e} (no unit)")
print(f"Var N, integer gate, 2exp(-a): {2 * np.exp(-a_box):.4e} (no unit)")
print(f"Var N, half-integer gate, full sum: {var_half:.9f} (no unit)")
print(f"Excess over 1/4, full sum: {var_half - 0.25:.3e} (no unit)")
print(f"Excess over 1/4, 2exp(-2a): {2 * np.exp(-2 * a_box):.3e} (no unit)")
print(f"Staircase slope, half-integer: {2 * a_box * var_half:.3f} (no unit)")
print(f"Staircase slope, integer: {2 * a_box * var_integer:.3e} (no unit)")
print("Var N against T (no unit): integer, half-integer")
for t in (0.05, 0.1, 0.2, 0.5):
    a_t = ec_ev / (kb_ev * t)
    print(f"  T = {t * 1e3:.0f} mK: {charge_statistics(a_t, 0.0)[1]:.3e}, "
          f"{charge_statistics(a_t, 0.5)[1]:.6f}")
print(f"Gate offset from half-integer: {gate_offset:.3f} (units of e)")
print(f"k_B T/E_C: {1 / a_box:.4f} (no unit)")
for t in (0.1, 0.02, 0.005):
    a_t = ec_ev / (kb_ev * t)
    print(f"  Var N with offset, T = {t * 1e3:.0f} mK: "
          f"{charge_statistics(a_t, 0.5 + gate_offset)[1]:.4f} (no unit)")
print(f"Model levels, k_B T = 5 d: Var N = {var_dense:.5f} (no unit)")
print(f"Model levels, k_B T = d/50: Var N = {var_sparse:.5f} (no unit)")
print("Island size: {} x {} x {} nm".format(*dims_nm))
print(f"Electron density: {density:.1e} m^-3")
print(f"Free-electron Fermi energy: {fermi_ev:.2f} eV")
print(f"Mean level spacing d: {spacing_ev * 1e9:.1f} neV")
print(f"d/(k_B T): {spacing_ev / (kb_ev * temperature):.2e} (no unit)")
print(f"Change of a by levels, d/(4 k_B T): "
      f"{spacing_ev / (4 * kb_ev * temperature):.2e} (no unit)")
print(f"Junction resistance: {resistance / 1e6:.2f} Mohm")
print(f"R_K = h/e^2: {r_k / 1e3:.3f} kohm")
print(f"Tunnelling strength alpha: {alpha_box:.3e} (no unit)")
for cutoff in (1.0, 10.0):
    add_integer = 2 * admixture(alpha_box, ec_ev, cutoff)
    add_half = 2 * admixture(alpha_box, 2 * ec_ev, cutoff)
    print(f"Added Var N by tunnelling, D = {cutoff:.0f} eV (no unit):")
    print(f"  integer {add_integer:.4f}, half-integer {add_half:.4f}")
    print(f"  integer, ratio to thermal variance: {add_integer / var_integer:.1f}")
print(f"Small-system test, integer: diagonalized {exact_integer:.4e}, "
      f"second order {second_order_integer:.4e}")
print(f"Small-system test, half: excess {exact_half - 0.25:.4e}, "
      f"second order {second_order_half:.4e}")
print("all tests passed")
```

Printed output:

```
Total capacitance: 1.00 fF
Temperature: 100 mK
Charging energy E_C: 80.11 ueV
E_C / k_B: 0.9296 K
k_B T: 8.617 ueV
a = E_C/(k_B T): 9.296 (no unit)
Var N, integer gate, full sum: 1.8350e-04 (no unit)
Var N, integer gate, 2exp(-a): 1.8354e-04 (no unit)
Var N, half-integer gate, full sum: 0.250000017 (no unit)
Excess over 1/4, full sum: 1.684e-08 (no unit)
Excess over 1/4, 2exp(-2a): 1.684e-08 (no unit)
Staircase slope, half-integer: 4.648 (no unit)
Staircase slope, integer: 3.412e-03 (no unit)
Var N against T (no unit): integer, half-integer
  T = 50 mK: 1.684e-08, 0.250000
  T = 100 mK: 1.835e-04, 0.250000
  T = 200 mK: 1.880e-02, 0.250184
  T = 500 mK: 2.409e-01, 0.297474
Gate offset from half-integer: 0.010 (units of e)
k_B T/E_C: 0.1076 (no unit)
  Var N with offset, T = 100 mK: 0.2479 (no unit)
  Var N with offset, T = 20 mK: 0.2029 (no unit)
  Var N with offset, T = 5 mK: 0.0231 (no unit)
Model levels, k_B T = 5 d: Var N = 0.24984 (no unit)
Model levels, k_B T = d/50: Var N = 0.22222 (no unit)
Island size: 1000 x 100 x 30 nm
Electron density: 1.0e+29 m^-3
Free-electron Fermi energy: 7.86 eV
Mean level spacing d: 34.9 neV
d/(k_B T): 4.05e-03 (no unit)
Change of a by levels, d/(4 k_B T): 1.01e-03 (no unit)
Junction resistance: 1.00 Mohm
R_K = h/e^2: 25.813 kohm
Tunnelling strength alpha: 6.538e-04 (no unit)
Added Var N by tunnelling, D = 1 eV (no unit):
  integer 0.0110, half-integer 0.0101
  integer, ratio to thermal variance: 60.1
Added Var N by tunnelling, D = 10 eV (no unit):
  integer 0.0140, half-integer 0.0131
  integer, ratio to thermal variance: 76.5
Small-system test, integer: diagonalized 2.6735e-05, second order 2.6736e-05
Small-system test, half: excess 6.5486e-06, second order 6.5508e-06
all tests passed
```
